# Logarithmic Corner Stress in a Square Through-Silicon Via

## From thermal mismatch to a closed stress field

A through-silicon via is a metal conductor that passes through a silicon chip and joins the circuits on its two faces. Copper contracts more than silicon when the chip cools from the temperature at which the two fitted together without stress. The bond at the side walls prevents the copper from taking its free size, and both materials become stressed. If the via has a square section, its walls meet along sharp edges, which appear as corners in a cross-section. The question is whether the stress at such a corner is finite, and, if it is not, which part of the stress grows without limit and how fast.

The answer can be found in closed form for a model with one strong simplification: the via and the surrounding medium have the same isotropic elastic constants. They differ in thermal expansion alone. The model also takes the via to be infinitely long, the medium unbounded, the bond perfect and the response linear and elastic. Later the size of several of these simplifications will be estimated for a via of realistic dimensions.

Let the via occupy the square \(|x|<a\), \(|y|<a\), with side \(w=2a\), and let \(z\) run along its axis. The indicator function \(\chi(x,y)\) equals 1 inside the square and 0 outside. Displacements \(u_i\) and strains \(\varepsilon_{ij}=(\partial_iu_j+\partial_ju_i)/2\) are measured from the state that the medium would reach by free thermal expansion. In this description the medium has no thermal strain, and the via has the mismatch strain

\[
\varepsilon^*=(\alpha_{\rm via}-\alpha_{\rm medium})(T-T_{\rm free}),
\]

where \(\alpha\) is the linear expansion coefficient, taken as constant, and \(T_{\rm free}\) is the stress-free temperature. For copper in silicon the difference of the coefficients is positive, so cooling gives \(\varepsilon^*<0\). Tensile stress is counted as positive.

Stress is produced by the elastic part of the strain, which is the total strain less the mismatch strain: \(\varepsilon_{ij}-\varepsilon^*\chi\delta_{ij}\). Its trace is \(\varepsilon_{kk}-3\varepsilon^*\chi\), with a sum over the repeated index. Hooke's law with the Lamé constants \(\lambda\) and \(\mu\) therefore gives

\[
\sigma_{ij}=\lambda\varepsilon_{kk}\delta_{ij}+2\mu\varepsilon_{ij}
-(3\lambda+2\mu)\varepsilon^*\chi\,\delta_{ij}.
\]

The constants \(\lambda\) and \(\mu\) have the same values everywhere. This is where the assumption of matched elasticity enters.

All cross-sections of an infinitely long via are equivalent. The axial strain is then a constant, common to the via and the medium. Far from the via the medium is unstressed and has its free length, so that constant is zero. The remaining displacements \(u_x\) and \(u_y\) depend on \(x\) and \(y\).

In the absence of body forces, equilibrium requires \(\partial_j\sigma_{ij}=0\). Try a displacement that is the gradient of a potential, \(u_i=\partial_i\phi(x,y)\). Subscripts on \(\phi\) denote derivatives, so \(\varepsilon_{ij}=\phi_{ij}\) and \(\varepsilon_{kk}=\nabla^2\phi\). Since \(\partial_j\phi_{ij}=\partial_i\nabla^2\phi\), equilibrium becomes

\[
\partial_i\left[(\lambda+2\mu)\nabla^2\phi-(3\lambda+2\mu)\varepsilon^*\chi\right]=0 .
\]

The bracket is a constant, and it vanishes because the strain and \(\chi\) both vanish far away. Hence

\[
\nabla^2\phi=m\chi,\qquad
m=\frac{3\lambda+2\mu}{\lambda+2\mu}\,\varepsilon^* .
\]

To express \(m\) through Young's modulus \(E\) and Poisson's ratio \(\nu\), use

\[
\lambda=\frac{E\nu}{(1+\nu)(1-2\nu)},\qquad \mu=\frac{E}{2(1+\nu)} .
\]

These give

\[
3\lambda+2\mu=\frac{E(3\nu+1-2\nu)}{(1+\nu)(1-2\nu)}=\frac{E}{1-2\nu},
\]

\[
\lambda+2\mu=\frac{E(\nu+1-2\nu)}{(1+\nu)(1-2\nu)}
=\frac{E(1-\nu)}{(1+\nu)(1-2\nu)},
\]

and the ratio is

\[
m=\frac{1+\nu}{1-\nu}\,\varepsilon^* .
\]

The equilibrium equation was used over the whole plane, including the walls, where \(\chi\) jumps. Read in this way it also contains the condition that the force per unit area transmitted across a wall is continuous. The displacement is continuous because a bounded source \(m\chi\) gives a potential with a continuous gradient.

The trial form loses no solution. Suppose that two solutions existed, both with stress that vanishes at infinity. Their difference would be a stress field in a uniform medium without any load. Each component of such a field obeys the biharmonic equation over the whole plane, and a biharmonic function that tends to zero at infinity, uniformly in direction, is zero. The two stress fields are therefore the same.

The stresses follow by replacing the mismatch term in Hooke's law. From the equation for \(\phi\), \((3\lambda+2\mu)\varepsilon^*\chi=(\lambda+2\mu)\nabla^2\phi\), so

\[
\sigma_{ij}=\lambda\nabla^2\phi\,\delta_{ij}+2\mu\phi_{ij}
-(\lambda+2\mu)\nabla^2\phi\,\delta_{ij}
=2\mu\left(\phi_{ij}-\delta_{ij}\nabla^2\phi\right).
\]

Since \(\nabla^2\phi=\phi_{xx}+\phi_{yy}\), the components are

\[
\sigma_{xx}=-2\mu\phi_{yy},\qquad
\sigma_{yy}=-2\mu\phi_{xx},\qquad
\sigma_{xy}=2\mu\phi_{xy},\qquad
\sigma_{zz}=-2\mu m\chi .
\]

One combination of constants sets the scale of all of them:

\[
S=2\mu m=\frac{E}{1+\nu}\,\frac{1+\nu}{1-\nu}\,\varepsilon^*
=\frac{E\varepsilon^*}{1-\nu}.
\]

The sum of the first two components contains the Laplacian alone, and the Laplacian is known without solving for \(\phi\). Thus

\[
\frac{\sigma_{xx}+\sigma_{yy}}{2}=-\frac{S}{2}\,\chi .
\]

The mean in-plane stress is \(-S/2\) at every point inside the via and zero at every point outside. It is a mean over two perpendicular directions at one point, not an average over an area. On the wall itself it has two one-sided values. No property of the square has been used, so the statement holds for any section of finite area in this model. On cooling, \(S\) is negative and the mean stress in the copper is tensile, as expected for a body held larger than its free size.

This result leaves open the difference \(\sigma_{xx}-\sigma_{yy}\) and the shear \(\sigma_{xy}\). They depend on the separate second derivatives of \(\phi\), and these depend on the shape.

The potential of a unit point source in two dimensions is \((\ln R)/2\pi\), where \(R\) is the distance from the source. Its outward gradient is \(1/(2\pi R)\), and the flux through a circle of circumference \(2\pi R\) is 1, as required. Adding the sources over the square gives

\[
\phi(x,y)=\frac{m}{2\pi}\int_{-a}^{a}\!\int_{-a}^{a}\ln R\;dx'dy',
\qquad R^2=(x-x')^2+(y-y')^2 .
\]

At large distance \(\phi\) grows logarithmically, but its second derivatives fall as the inverse square of the distance, so the stress vanishes at infinity.

The first derivative may be taken under the integral, because \(1/R\) is integrable over an area. The function \(\ln R\) depends on the difference \(x-x'\), and therefore \(\partial_x\ln R=-\partial_{x'}\ln R\). The integral over \(x'\) can then be carried out:

\[
\phi_x=-\frac{m}{2\pi}\int_{-a}^{a}
\left[\ln R\right]_{x'=-a}^{x'=a}dy' .
\]

What remains is an integral over the right and left walls. The interior of the square has dropped out.

Now differentiate with respect to \(y\), for a point that is not on a wall. Again \(\partial_y\ln R=-\partial_{y'}\ln R\). The two minus signs cancel, and the integral over \(y'\) leaves end values:

\[
\phi_{xy}=\frac{m}{2\pi}
\left[\left[\ln R\right]_{x'=-a}^{x'=a}\right]_{y'=-a}^{y'=a}.
\]

Let \(r_1,r_2,r_3,r_4\) be the distances from \((x,y)\) to the corners \((a,a)\), \((a,-a)\), \((-a,-a)\) and \((-a,a)\). A corner at which both upper limits or both lower limits are taken has a plus sign. The other two have a minus sign. Therefore

\[
\sigma_{xy}=2\mu\phi_{xy}
=\frac{S}{2\pi}\ln\frac{r_1r_3}{r_2r_4}.
\]

The shear stress of the whole square depends on four distances. It vanishes on the lines \(x=0\) and \(y=0\), where the distances are equal in pairs. That agrees with the mirror symmetry of the via. The formula has the same limit on the two sides of a wall, so it also gives the shear on the wall. At a corner one distance goes to zero while the other three stay finite, and the logarithm diverges.

The normal stresses behave differently. Differentiate \(\phi_x\) with respect to \(x\), using \(\partial_x\ln R=(x-x')/R^2\):

\[
\phi_{xx}=\frac{m}{2\pi}\int_{-a}^{a}\left[
\frac{a-x}{(a-x)^2+(y'-y)^2}
+\frac{a+x}{(a+x)^2+(y'-y)^2}\right]dy' .
\]

The first term comes from the right wall. The minus sign in front of the integral has turned \(x-a\) into \(a-x\). The second term comes from the left wall, where the lower limit supplies another minus sign. With \(\int d\,(d^2+\eta^2)^{-1}d\eta=\arctan(\eta/d)\), the two integrals are

\[
\theta_R=\arctan\frac{a-y}{a-x}+\arctan\frac{a+y}{a-x},\qquad
\theta_L=\arctan\frac{a-y}{a+x}+\arctan\frac{a+y}{a+x}.
\]

Each is the angle that the wall subtends at the point \((x,y)\). It is positive if the point lies on the inner side of the line through that wall and negative if it lies on the outer side. Exchanging \(x\) and \(y\) gives the corresponding angles for the top and bottom walls,

\[
\theta_T=\arctan\frac{a-x}{a-y}+\arctan\frac{a+x}{a-y},\qquad
\theta_B=\arctan\frac{a-x}{a+y}+\arctan\frac{a+x}{a+y}.
\]

The normal stresses are then

\[
\sigma_{xx}=-\frac{S}{2\pi}(\theta_T+\theta_B),\qquad
\sigma_{yy}=-\frac{S}{2\pi}(\theta_R+\theta_L).
\]

From an interior point the four walls together fill the full angle \(2\pi\), so the sum of the normal stresses is \(-S\). From an exterior point the signed angles cancel. Both cases agree with the result obtained from the Laplacian. At the centre each wall subtends \(\pi/2\), and \(\sigma_{xx}=\sigma_{yy}=-S/2\).

A subtended angle has magnitude at most \(\pi\). Each normal stress is therefore bounded in magnitude by \(|S|\), however close the point is to a corner. The shear has no such bound, since it is governed by ratios of distances instead of angles.

The formulas also show what happens on crossing a wall away from its ends. At the right wall \(\theta_R\) changes from \(\pi\) just inside to \(-\pi\) just outside, while \(\theta_T\), \(\theta_B\) and \(\theta_L\) are continuous. The stress \(\sigma_{yy}\), which acts parallel to the wall, is greater by \(-S\) inside than outside. The stresses \(\sigma_{xx}\) and \(\sigma_{xy}\), which transmit force through the wall, are continuous, as equilibrium demands.

The shear along the right wall follows by setting \(x=a\):

\[
\sigma_{xy}(a,y)=\frac{S}{2\pi}\ln
\frac{(a-y)\sqrt{w^2+(a+y)^2}}{(a+y)\sqrt{w^2+(a-y)^2}} .
\]

It is zero at the middle of the wall and has opposite signs in the upper and lower halves. On cooling, \(S<0\), so it is positive in the upper half and negative in the lower half. Its magnitude diverges at both ends, but the force is finite, because \(\int_0^{\ell}\ln r\,dr=\ell\ln\ell-\ell\) is finite. The elastic energy near the corner is finite as well: its density grows as \((\ln r)^2\), and the area element \(r\,dr\) makes the integral converge. The corner thus carries an infinite local stress in this model without an infinite force or energy.

## The corner, its cut-offs and a worked via

The via is a square of side \(w=2a\) with its sides along \(x\) and \(y\), and it shares the constants \(E\), \(\nu\) and \(\mu\) with the medium. Its mismatch strain is \(\varepsilon^*\), the stress scale is \(S=E\varepsilon^*/(1-\nu)\), and \(\chi\) is 1 inside and 0 outside. The displacement is the gradient of \(\phi\), where \(\nabla^2\phi=m\chi\) and \(2\mu m=S\). The first half gave the mean in-plane stress \(-S\chi/2\), the axial stress \(\sigma_{zz}=-S\chi\), and

\[
\sigma_{xy}=2\mu\phi_{xy}=\frac{S}{2\pi}\ln\frac{r_1r_3}{r_2r_4},\qquad
\sigma_{xx}=-\frac{S}{2\pi}(\theta_T+\theta_B).
\]

Here \(r_1\) and \(r_3\) are distances to the corners \((a,a)\) and \((-a,-a)\), \(r_2\) and \(r_4\) are distances to \((a,-a)\) and \((-a,a)\), and \(\theta_T,\theta_B\) are the signed angles subtended by the top and bottom walls.

Consider a point near \((a,a)\), displaced from it by \((s,t)=r(\cos\psi,\sin\psi)\), with \(r\ll w\) and \(-\pi<\psi<\pi\). Then \(r_1=r\), and the other distances obey

\[
r_2^2=s^2+(w+t)^2,\qquad r_4^2=(w+s)^2+t^2,\qquad
r_3^2=2w^2+2w(s+t)+r^2 .
\]

To first order in \(r/w\), their logarithms are

\[
\ln r_2=\ln w+\frac{t}{w},\qquad
\ln r_4=\ln w+\frac{s}{w},\qquad
\ln r_3=\ln(\sqrt2\,w)+\frac{s+t}{2w}.
\]

Substitution gives

\[
\sigma_{xy}=\frac{S}{2\pi}\left[\ln\frac{\sqrt2\,r}{w}
-\frac{s+t}{2w}+O\!\left(\frac{r^2}{w^2}\right)\right].
\]

Each tenfold reduction of \(r\) changes the leading term by \(|S|\ln10/2\pi\), or about \(0.37|S|\). The divergence is real but slow. The field depends on \(r/w\), so a smaller via of the same shape has the same stresses at proportionally smaller distances.

For the normal stress, \(\theta_B\) tends to \(\arctan1=\pi/4\). The top wall gives \(\theta_T\to\arctan(\cot\psi)-(\pi/2)\,{\rm sgn}\,t\). For \(0<\psi<\pi\) the first term is \(\pi/2-\psi\), and for \(-\pi<\psi<0\) it is \(-\pi/2-\psi\). In both cases \(\theta_T\to-\psi\), so

\[
\sigma_{xx}\to-\frac{S}{2\pi}\left(\frac{\pi}{4}-\psi\right).
\]

The limit is finite but depends on the direction of approach. The logarithm and the angle belong together. Near the corner, \(\sigma_{xy}\) varies as \((S/2\pi)\ln r\) and \(\sigma_{xx}\) as \((S/2\pi)\psi\), and equilibrium along \(x\) reads

\[
\partial_x\sigma_{xx}+\partial_y\sigma_{xy}
=\frac{S}{2\pi}\left(-\frac{\sin\psi}{r}+\frac{\sin\psi}{r}\right)=0 .
\]

A bounded normal stress that turns with angle can therefore balance an unbounded shear.

The word shear refers here to axes along the walls. In axes along the diagonals, with \(n=(1,1)/\sqrt2\) and \(q=(-1,1)/\sqrt2\),

\[
\sigma_{nn}=\frac{\sigma_{xx}+\sigma_{yy}}{2}+\sigma_{xy},\qquad
\sigma_{qq}=\frac{\sigma_{xx}+\sigma_{yy}}{2}-\sigma_{xy},\qquad
\sigma_{nq}=\frac{\sigma_{yy}-\sigma_{xx}}{2}.
\]

The same divergence now appears as tension in one direction and equal compression in the other, and \(\sigma_{nq}\) is bounded. The two in-plane principal stresses diverge whatever axes are used, with opposite signs, while their mean stays finite.

For an example take \(w=5\) µm, \(E=130\) GPa, \(\nu=0.30\), an expansion difference of 14.4 ppm/K, and cooling from a stress-free 400 K to 300 K. These are rough values for copper in silicon, with one common stiffness between those of the two materials. The stresses below are given with more digits than such values justify for a real via, so that the formulas can be compared with one another. The mismatch strain is \(14.4\times10^{-6}\times(-100)=-1.44\times10^{-3}\), and

\[
S=\frac{130\,000\ {\rm MPa}\times(-1.44\times10^{-3})}{0.70}=-267.4\ {\rm MPa}.
\]

Inside the via the mean in-plane stress is 133.7 MPa and the axial stress is 267.4 MPa, both tensile. The coefficient \(|S|/2\pi\) is 42.56 MPa, so the shear rises by 98.0 MPa per decade of approach.

At \(r=100\) nm, \(\sqrt2r/w=0.0283\), whose logarithm is \(-3.57\). The leading term is 151.8 MPa. On the outer diagonal \(s=t=r/\sqrt2\), and the next term adds \(42.56\times0.0141=0.6\) MPa, which gives 152.4 MPa. The full formula gives 60.0 MPa at 1 µm, 249.8 MPa at 10 nm and 347.8 MPa at 1 nm. The last distance is a few atomic spacings, where a continuum description is at its limit. Even there the shear is 1.3 times \(|S|\).

A manufactured corner has a finite radius \(\rho\). To see its effect, apply the divergence theorem to \(\phi_x\). On a contour taken anticlockwise, the \(x\) component of the outward normal times the element of length is \(dy'\), so

\[
\phi_x=-\frac{m}{2\pi}\oint\ln R\,dy',\qquad
\phi_{xy}=\frac{m}{2\pi}\oint\frac{y'-y}{R^2}\,dy' .
\]

Replace each corner by a quarter circle centred at \((\pm c,\pm c)\), with \(c=a-\rho\), and observe at \(x=y=c+\xi\rho\) with \(\xi\) fixed. The straight part of the right wall runs from \(y'=-c\) to \(c\) and contributes to the integral

\[
\frac12\ln\frac{(a-x)^2+(c-y)^2}{(a-x)^2+(c+y)^2}.
\]

The numerator is \(\rho^2\) times a number, and the denominator tends to \(w^2\). This part is therefore \(\ln(\rho/w)\) plus a constant. The left wall tends to \(\frac12\ln2\). The nearby arc gives a pure number, because all lengths in its integral scale with \(\rho\), and the other arcs contribute terms of order \(\rho/w\). Thus

\[
\sigma_{xy}=\frac{S}{2\pi}\left[\ln\frac{\rho}{w}+C(\xi)+O\!\left(\frac{\rho}{w}\right)\right].
\]

The radius replaces the distance as the cut-off. Numerical quadrature over the arcs, for a point outside the middle of the arc by one thousandth of \(\rho\), gives 206.8 MPa for \(\rho=500\) nm, 276.3 MPa for 100 nm and 374.5 MPa for 10 nm. The last two differ by 98.2 MPa, close to the 98.0 MPa of the logarithmic law.

Rounding removes the divergence, but it does not lower the shear at every point. For \(\rho=100\) nm the middle of the arc lies \((\sqrt2-1)\rho=41\) nm from the former vertex. The sharp-corner formula gives about 189 MPa at that place, less than the 276.3 MPa found in the silicon just outside the arc. The two values belong to different materials, because that place lies in copper when the corner is sharp. The normal stress \(\sigma_{nn}\) along the diagonal there is \(189+134=323\) MPa for the sharp corner and 276 MPa for the rounded one, so this component is lowered.

In the limiting case \(\rho=a\) the via is a circle. Outside it \(\phi=(ma^2/2)\ln r_0\), where \(r_0\) is the distance from the axis, because the total source is \(\pi a^2m\). Since \(\partial_x\partial_y\ln r_0=-2xy/r_0^4\), the shear at 45 degrees just outside the wall is \(-S/2=133.7\) MPa, and no logarithm is present.

Yielding of the copper also limits the range of the elastic solution. On the inner diagonal \(\sigma_{xx}=\sigma_{yy}=-S/2\) by symmetry and \(\sigma_{zz}=-S\), so the von Mises stress is

\[
\sigma_{\rm M}=\sqrt{\frac{S^2}{4}+3\sigma_{xy}^2}.
\]

At the centre it is 133.7 MPa. With an assumed yield stress of 250 MPa, yielding requires \(\sigma_{xy}=\sqrt{(250^2-133.7^2)/3}=122\) MPa. Solving the full shear formula for the distance gives 196 nm. Along the walls the two in-plane normal stresses are unequal, and yield is reached farther out, at about 220 nm. Closer to the corner than about 0.2 µm, the elastic values are not predictions for a real via. This applies to the silicon as well as the copper, because plastic flow in the copper also changes the stress in the silicon beside it. The distance marks where the elastic solution reaches yield; it is not the size of the plastic zone, since plastic flow redistributes the load. A small corner radius does not avoid yield. The stress \(\sigma_{nn}\) is continuous across the middle of the arc, so the shear just inside is about 133.7 MPa lower than just outside. This gives 73 MPa for \(\rho=500\) nm, below the 122 MPa needed for yield, but 143 MPa for 100 nm and 241 MPa for 10 nm, above it.

The ends of the via also matter. Let the material fill \(z>0\), with a free face at \(z=0\). Resolve \(\chi\) into plane waves and turn the \(x\) axis along the wavevector of one of them, so that its mismatch strain is \(\varepsilon^*\cos kx\). The deep solution is \(u_x=(m/k)\sin kx\), with \(\sigma_{zz}=-S\cos kx\). A free face needs an added field with \(\sigma_{zz}=S\cos kx\) and \(\sigma_{xz}=0\) at \(z=0\). Write it as \(u_x=U\sin kx\), \(u_z=W\cos kx\), with

\[
U=(A+Bkz)e^{-kz},\qquad W=(C_0+Gkz)e^{-kz}.
\]

Its volume strain is \(\Delta\cos kx\), where \(\Delta=kU+W'\) and a prime means \(d/dz\). Equilibrium without load requires

\[
U''-k^2U=\frac{k\Delta}{1-2\nu},\qquad
W''-k^2W=-\frac{\Delta'}{1-2\nu}.
\]

The left sides are \(-2k^2Be^{-kz}\) and \(-2k^2Ge^{-kz}\). The first equation gives \(\Delta=-2(1-2\nu)kBe^{-kz}\), and the second then gives \(G=B\). The definition of \(\Delta\) gives \(\Delta=k(A-C_0+B)e^{-kz}\), hence \(C_0=A+(3-4\nu)B\). Zero shear at the face means \(U'-kW=0\), or \(B-A-C_0=0\), so \(A=-(1-2\nu)B\) and \(C_0=2(1-\nu)B\). With \(\lambda=2\mu\nu/(1-2\nu)\), the normal stress at the face has amplitude

\[
\lambda\Delta+2\mu W'=-4\mu\nu kB-2\mu(1-2\nu)kB=-2\mu kB .
\]

Setting this equal to \(S=2\mu m\) gives \(B=-m/k\) and \(A=(1-2\nu)m/k\). The total in-plane displacement at the face is \((m/k)(1+1-2\nu)\sin kx\), which is \(2(1-\nu)\) times its deep value. The factor does not depend on \(k\), so it applies to the whole square, and

\[
\sigma_{xy}^{\rm face}=2(1-\nu)\,\frac{S}{2\pi}\ln\frac{r_1r_3}{r_2r_4}.
\]

For \(\nu=0.30\) the factor is 1.40, and the shear 100 nm from the corner rises from 152 to 213 MPa. The mean stress changes more. At the face \(\varepsilon_{xx}+\varepsilon_{yy}=2(1-\nu)m\chi=2(1+\nu)\varepsilon^*\chi\). With \(\sigma_{zz}=0\), Hooke's law gives

\[
\frac{\sigma_{xx}+\sigma_{yy}}2
=\frac{E}{2(1-\nu)}\left[2(1+\nu)-2\right]\varepsilon^*\chi=\nu S\chi .
\]

This is \(-80.2\) MPa in the via, a compression, whereas the deep value is a tension of 133.7 MPa. With the same yield stress, the elastic solution at the face reaches yield about 340 nm from the corner on the inner diagonal and about 400 nm from it along the walls, so the 213 MPa above is an elastic value inside the range where the copper yields. The mean remains finite, but its value \(-S/2\) belongs to the deep part of the via.

For a round via the circular result replaces that of the square. If the stress-free temperature were 500 K instead of 400 K, all the elastic stresses at 300 K would double, and the centre would exceed the assumed yield stress. At an operating temperature of 360 K, with 400 K kept as the stress-free value, they fall to 0.40 of those at 300 K, provided that the copper has not yielded during cooling. Eight neighbouring vias on a square grid of 10 µm pitch add \(-10.9\) MPa of shear at the corner, by superposition of the same formula; further square shells of vias bring the sum to about \(-11.5\) MPa.

Unequal stiffness breaks the assumption on which the single potential rests, so the logarithmic law is not established for that case. A plane-strain finite-element calculation gives its effect at chosen distances. It used four-node rectangles, graded from about 2 nm at the corner to a free outer boundary about 0.1 mm away. Copper had \(E=120\) GPa and \(\nu=0.34\). Silicon had cubic constants \(C_{11},C_{12},C_{44}=166,64,80\) GPa, with the via walls normal to \(\langle110\rangle\) directions. At 103 nm on the outer diagonal the shear rose from 151 MPa for matched constants to 171 MPa, or by 13%. At 582 nm it rose from 80.5 to 88.7 MPa. A 200 nm oxide liner with \(E=70\) GPa, \(\nu=0.17\) and an expansion coefficient 2.1 ppm/K below that of silicon brought the last value to 87.4 MPa. For these parameters, this wall orientation and copper that stays elastic, the matched model underestimates the shear in the silicon at these points by roughly a tenth. The figure is not general. With the walls normal to \(\langle100\rangle\) and no liner, the shear is about 177 MPa at 103 nm and 99 MPa at 582 nm, higher than the matched values by 17% and 23%. With the liner, the point at 103 nm lies in the oxide, where the shear is about 152 MPa, close to the matched value. Yielding is left out of this comparison and can change it near the corner.
